# From dephased lattice fermions to exclusion statistics and Fano factor one third

A wire joins a full electron reservoir to an empty one, and the charge that enters it is counted over a long time. The mean gives the current, and the variance divided by the mean is the Fano factor $F$. Independent rare transfers would give $F=1$. For a phase-coherent disordered wire much longer than the mean free path, but too short for its states to localize, the answer is $1/3$; section 6 derives it from transmission probabilities. Now let noise on every site destroy phase coherence after a fraction of a hop. Is the one third lost?

The model has spinless fermions on $L$ sites, one orbital per site, $H=-J\sum_j(c_j^\dagger c_{j+1}+\text{h.c.})$, and no interaction. In the algebra $\hbar=e=1$, so rates are energies. White noise on each site enters through the jump operator $n_j=c_j^\dagger c_j$ at rate $\gamma$,
$$\dot\rho\big|_{\rm deph}=\gamma\sum_j\left(n_j\rho n_j-\tfrac12\{n_j,\rho\}\right),$$
where $n_j^2=n_j$ was used. An element $|n\rangle\langle m|$ decays at $\gamma/2$ for every site on which $n$ and $m$ differ.

## 1. One particle, two sites

One particle on two sites has $\rho_{12}$ decaying at $\gamma$, since both occupations differ. With $H_{12}=-J$,
$$\dot\rho_{11}=iJ(\rho_{21}-\rho_{12}),\qquad \dot\rho_{12}=iJ(\rho_{22}-\rho_{11})-\gamma\rho_{12}.$$
For $\gamma\gg J$ the coherence follows the populations: $\rho_{12}=iJ(\rho_{22}-\rho_{11})/\gamma$, and $\rho_{21}$ is its conjugate. Insertion gives
$$\dot\rho_{11}=w(\rho_{22}-\rho_{11}),\qquad w=\frac{2J^2}{\gamma}.$$
This is classical hopping at rate $w$ in each direction.

*Limit.* Without the approximation, put $z=\rho_{11}-\rho_{22}$ and $\rho_{12}=iv$. Then $\dot z=4Jv$ and $\dot v=-Jz-\gamma v$, so $\ddot z+\gamma\dot z+4J^2z=0$. The slow decay rate is
$$\tfrac12\left(\gamma-\sqrt{\gamma^2-16J^2}\right)=2w\left(1+\frac{4J^2}{\gamma^2}+\dots\right).$$
The classical picture is good to relative order $(J/\gamma)^2$. For $\gamma<4J$ the populations oscillate and it fails.

## 2. Many fermions and a counting field

Particles enter site 1 through $c_1^\dagger$ and leave site $L$ through $c_L$, both at rate $\Gamma$. This describes a source whose relevant states are all full and a drain whose relevant states are all empty. To count entries, multiply the term $\Gamma c_1^\dagger\rho c_1$ by $e^\lambda$. The trace of the resulting $\rho$ is $\langle e^{\lambda Q}\rangle\sim e^{\mu(\lambda)t}$, where $Q$ is the number that entered and $\mu$ is the eigenvalue with largest real part. The cumulants per unit time are $C_k=\mu^{(k)}(0)$, and $F=C_2/C_1$.

Split $\rho$ into its part $p$ diagonal in occupations and the rest $q$. The contact terms $\mathcal L_b$ do not mix the two parts, while $\mathcal L_H\rho=-i[H,\rho]$ has no diagonal-to-diagonal element. The eigenvalue equation becomes
$$\mu p=\mathcal L_b p+\mathcal P\mathcal L_H(\mu-\mathcal Q\mathcal L\mathcal Q)^{-1}\mathcal L_H p,$$
with $\mathcal P,\mathcal Q$ the projectors on the two parts. One hop creates a coherence between configurations that differ on two sites, so the inverse is $1/\gamma$ at leading order. The algebra of section 1 then applies to each pair $n,m$ joined by a hop:
$$\dot p_n=\frac{2|H_{nm}|^2}{\gamma}(p_m-p_n)+\dots$$
Fermionic signs drop out of $|H_{nm}|^2$. Pauli exclusion remains, because a hop needs an empty target. This is the symmetric exclusion process.

The first correction would contain three hops. Each hop on the ket or bra side changes the parity of $\sum_j j\,n_j$ on that side, and a diagonal element needs equal parities, so an odd number of hops cannot contribute. Four hops give relative order $(J/\gamma)^2$. I set $\Gamma=w$, so that $\Gamma/\gamma$ and $\mu/\gamma$ are of this order too. The limit is $\gamma/J\to\infty$ at fixed $L$ and $\lambda$; long chains come afterwards.

*Limit: mean current at any $\gamma$.* Let $C_{jk}=\langle c_j^\dagger c_k\rangle$, $L\ge2$. The Hamiltonian gives
$$\dot C_{jk}=-iJ(C_{j-1,k}+C_{j+1,k}-C_{j,k-1}-C_{j,k+1}).$$
Try a stationary state with $C_{j,j+1}=iv$ on every bond and nothing farther from the diagonal. The source of $C_{j,j+2}$ is proportional to $C_{j+1,j+2}-C_{j,j+1}=0$, so the ansatz closes. The current is $I=2Jv$, and the bond equation gives $v=J(n_j-n_{j+1})/\kappa_j$, with $n_j$ here the mean occupation. The decay rate $\kappa_j$ is $\gamma$, plus $\Gamma/2$ for each contact touching the bond. At the ends $1-n_1=n_L=I/\Gamma$. All density drops add to one:
$$1=I\left[\frac2\Gamma+\frac{(L-1)\gamma+\Gamma}{2J^2}\right]\;\Rightarrow\; I=\frac{w}{L+1+2J^2/\gamma^2}\quad(\Gamma=w).$$

For $L=4$ the full Liouvillian reproduces this current at $\gamma/J=2,10,20,40$. Its Fano factors are 0.3742, 0.3988, 0.3997 and 0.3999, against 0.4000 for exclusion. From $\gamma/J=20$ to 40 the errors of $F$ and of $\mu(1)/w$ both fall by a factor 3.996, as $(J/\gamma)^2$ requires.

Dephasing matters here. A clean four-site chain with contact rate $0.1J$ gives $F=0.496$. Its levels are narrow compared with their separation, and each fills and empties at equal rates, which is the next case.

## 3. Exclusion: one site, then $L$ sites

From here to section 5 rates are in units of $w$. A single site fills at rate 1 when empty and empties at rate 1 when full:
$$M=\begin{pmatrix}-1&1\\e^\lambda&-1\end{pmatrix},\qquad \mu=e^{\lambda/2}-1,$$
so $C_1=1/2$, $C_2=1/4$ and $F=1/2$. Alternation of entry and exit makes the flow more regular than independent events.

For $L$ sites let $N=L+1$ be the number of bonds, contacts included. The stationary density obeys $h_{j+1}-2h_j+h_{j-1}=0$ with $h_0=1$, $h_N=0$, so $h_j=1-j/N$. For $g_{ij}=\langle n_in_j\rangle$, $i<j$, non-neighbours obey the sum of the two lattice Laplace equations. For neighbours, exchange across their own bond leaves the product unchanged:
$$g_{i-1,i+1}+g_{i,i+2}-2g_{i,i+1}=0.$$
Try $g_{ij}=h_ih_j-A\,i(N-j)$. It is linear in each index and correct at both ends, so the non-neighbour equations hold. In the neighbour equation the first part gives
$$h_{i+1}(h_{i-1}-h_i)+h_i(h_{i+2}-h_{i+1})=\frac{h_{i+1}-h_i}{N}=-\frac1{N^2},$$
and the second gives
$$-A[(i-1)(N-i-1)+i(N-i-2)-2i(N-i-1)]=A(N-1).$$
Hence $A=1/[N^2(N-1)]$. The occupations are anticorrelated.

Now tilt. Let $\varepsilon=e^\lambda-1$, normalize the eigenvector to total weight one, and let $m_j$ be its mean occupations. Summing the eigenvalue equation gives $\mu=\varepsilon(1-m_1)$. Multiplying by $n_j$ first gives, with $m_0=1$, $m_N=0$,
$$\mu m_j=m_{j+1}-2m_j+m_{j-1}+\varepsilon\times\begin{cases}1-m_1,&j=1\\ \langle(1-n_1)n_j\rangle_\lambda,&j\ge2.\end{cases}$$
Multiply by $h_j$ and sum over sites. Since $h$ is linear, summation by parts leaves only the end term $h_1-m_1$:
$$\mu\sum_jh_jm_j=h_1-m_1+\varepsilon\Big[h_1(1-m_1)+\sum_{j\ge2}h_j\langle(1-n_1)n_j\rangle_\lambda\Big].$$
Write $\mu=a_1\varepsilon+a_2\varepsilon^2+\dots$, so $1-m_1=a_1+a_2\varepsilon+\dots$. At order zero $h_1-1+a_1=0$, so $a_1=1/N$. At first order the untilted correlations suffice. They give
$$\langle(1-n_1)n_j\rangle=\frac{h_j}{N}+\frac{N-j}{N^2(N-1)}=\frac{h_j}{N-1}.$$
With $\Sigma=\sum_{j=1}^{L}h_j^2=(N-1)(2N-1)/(6N)$,
$$a_2=\frac{\Sigma}{N}-\frac{h_1}{N}-\frac{\Sigma-h_1^2}{N-1}.$$
Because $h_1=(N-1)/N$, the terms $-h_1/N$ and $h_1^2/(N-1)$ cancel, leaving $a_2=-\Sigma/[N(N-1)]=-(2N-1)/(6N^2)$. From $\varepsilon=\lambda+\lambda^2/2+\dots$ follow $C_1=a_1$ and $C_2=a_1+2a_2$, so
$$F=1-\frac{2N-1}{3N}=\frac13+\frac1{3(L+1)}.$$

*Limit.* $L=1$ returns $1/2$, and $L\to\infty$ gives $1/3$. The exclusion generator confirms the formula for $L=1$ to 10; for example $F=0.3636$ at $L=10$. No long-chain approximation has entered.

## 4. All reservoirs reduce to one variable

The full distribution needs a better representation. Let the reservoirs have densities $\rho_a,\rho_b$, with entry rate $\rho$ and exit rate $1-\rho$ at each contact, and count at the left. In the basis (empty, full) the left contact term is $-(1-P_a)$ with
$$P_a=\begin{pmatrix}1-\rho_a\\ \rho_ae^\lambda\end{pmatrix}\begin{pmatrix}1&e^{-\lambda}\end{pmatrix}\equiv u_av_a^T,$$
and $v_a^Tu_a=1$, so $P_a$ is a projector. The right contact has the same form with $\lambda=0$. Each interior bond contributes (swap $-1$), and swaps commute with applying one invertible matrix to every site.

The spectrum therefore depends on the pair $P_a,P_b$ up to a common similarity. In the basis $u_a,u_b$ their entries are fixed by $v_a^Tu_b$ and $v_b^Tu_a$, and rescaling $u_b$ changes these but not their product
$$(v_a^Tu_b)(v_b^Tu_a)=[1+\rho_b(e^{-\lambda}-1)][1+\rho_a(e^\lambda-1)]=1+\omega,$$
$$\omega=\rho_a(1-\rho_b)(e^\lambda-1)+\rho_b(1-\rho_a)(e^{-\lambda}-1).$$
Degenerate cases ($\omega=0,-1$) follow by continuity of the characteristic polynomial. So $\mu$ is a function of $\omega$ and $L$. At $L=5$, $\omega=0.8$, the density pairs $(1,0)$, $(0.7,0.2)$ and $(0.5,0.5)$ all give $\mu/w=0.10974916$.

The driven chain has $\omega=e^\lambda-1$. For $\lambda\ge0$ it can be traded for half-filled reservoirs with field $\Lambda$, where $\omega=\sinh^2(\Lambda/2)$.

## 5. The long chain between two bounds

With half filling, spread the field over all bonds by a diagonal similarity: moves to the right carry $e^\eta$, moves to the left $e^{-\eta}$, with $\eta=\Lambda/N$. Let $r_b^\pm$ be the untilted right and left rates across bond $b$. The differences $r_b^+-r_b^-$ are $\frac12-n_1$, then $n_j-n_{j+1}$, then $n_L-\frac12$, and they add to zero. With $A=\sum_b(r_b^++r_b^-)$ and $\kappa=\cosh\eta-1$, each column of $M$ sums to
$$\sum_b[r_b^+(e^\eta-1)+r_b^-(e^{-\eta}-1)]=\kappa A.$$
A right move into a configuration reverses a left move out of it, at equal untilted rate, so rows sum to $\kappa A$ as well. Thus $M=G+\kappa A$, where $G$ generates a stochastic process whose stationary state is uniform.

**Lower bound.** With the average taken over this process, Jensen's inequality gives
$$\left\langle e^{\kappa\int_0^tA\,dt'}\right\rangle\ge e^{\kappa t\langle A\rangle},\qquad\langle A\rangle=\frac N2,$$
because each bond has mean activity $1/2$. Hence $\mu\ge N\kappa/2=N\sinh^2(\eta/2)$.

**Upper bound.** For the real normalized eigenvector, $\mu=\langle f,Mf\rangle$ sees only the symmetric part of $M$, so $\mu$ cannot exceed the top eigenvalue of $\cosh\eta\,M_0+\kappa A$. Here $M_0$ is the untilted half-filled generator, a sum of symmetric non-positive bond terms.

Cut the chain into blocks of length $m$ between $\ell$ and $2\ell-1$, and drop the terms of $M_0$ that join blocks or touch contacts; this can only raise the eigenvalue. The activity on those bonds is at most $L/\ell+1$ in total. In a block with $k$ particles, the uniform state has eigenvalue zero and mean activity $2k(m-k)/m\le m/2$. All other states lie below $-g$, where $g>0$ depends on $\ell$ alone. For a normalized state with amplitude $b$ outside the uniform one, the block contributes at most
$$\frac{\kappa m}2+2\kappa m|b|-(g-\kappa m)b^2\le\frac{\kappa m}2+\frac{\kappa^2m^2}{g-\kappa m}.$$
Summing blocks, $\mu\le\kappa(L/2+L/\ell+1)+O(L\kappa^2)$ at fixed $\ell$. As $\kappa\simeq\Lambda^2/(2N^2)$, letting $L\to\infty$ bounds $N\mu$ by $\Lambda^2/4+\Lambda^2/(2\ell)$. Then let $\ell\to\infty$. The lower bound also gives $\Lambda^2/4$. Restoring $w$, for $\lambda\ge0$,
$$\frac{(L+1)\mu}{w}\to\frac{\Lambda^2}{4}=\operatorname{arcsinh}^2\sqrt{e^\lambda-1}.$$

At $L=9$, $\lambda=1$, the scaled eigenvalue is 1.1978, between 1.1819 and the symmetric-part bound 1.1983. Extrapolation from $L=3$ to 9 gives 1.1773, equal to the law at this precision.

For $\lambda<0$ I assume analytic continuation, $-\arcsin^2\sqrt{1-e^\lambda}$. At $\lambda=-1$ extrapolation from $L=3$ to 9 gives $-0.8463$ against $-0.8448$. The 0.2% gap comes from the short chains: extrapolation from $L=8$ to 13 gives $-0.8448$. This supports the continuation without proving it.

**Cumulants.** The function $y=\operatorname{arcsinh}^2\sqrt\omega$ obeys $\omega(1+\omega)y'^2=y$. Matching powers from $y=\omega+\dots$ gives
$$y=\omega-\frac{\omega^2}3+\frac{8\omega^3}{45}-\frac{4\omega^4}{35}+\dots$$
Insert $\omega=\lambda+\lambda^2/2+\lambda^3/6+\lambda^4/24+\dots$. The coefficients of $\lambda$ to $\lambda^4$ are $1,\frac16,\frac1{90},-\frac1{2520}$. Multiplying by $k!$ gives
$$C_1:C_2:C_3:C_4=1:\tfrac13:\tfrac1{15}:-\tfrac1{105}.$$
Beyond $C_2$ this exchanges derivatives with the long-chain limit, which I have not proved. Ratios extrapolated from $L=3$ to 10 are 0.33333, 0.06667 and $-0.00952$, in agreement.

## 6. The coherent wire

Take a wire with $K\gg1$ channels, no dephasing and zero temperature. Each eigenchannel passes an incident electron with probability $T$, independently. The generator per attempt is then $S=\langle\operatorname{Tr}\ln(1+\varepsilon tt^\dagger)\rangle$, with $t$ the transmission matrix.

Add a barrier of small reflection probability $p=\delta s$ after random mixing $U,V$ of the forward and backward channels. With $r'$ the reflection matrix of the old wire seen from the new end, multiple reflections give
$$t_{\rm new}=\sqrt{1-p}\,(1-\sqrt p\,R)^{-1}Ut,\qquad R=Ur'V.$$
Put $W=Utt^\dagger U^\dagger$. Unitarity gives $RR^\dagger=1-W$, and
$$\delta W=\sqrt p(RW+WR^\dagger)+p(RWR^\dagger-W+R^2W+WR^{\dagger2}).$$
Averaging over $V$ removes terms without equal numbers of $R$ and $R^\dagger$, and gives $\langle RBR^\dagger\rangle=(1-W)\operatorname{Tr}B/K$. Let $G=(1+\varepsilon W)^{-1}$ (a new use of the letter) and $g=\operatorname{Tr}GW$. Expanding $\ln\det(1+\varepsilon W)$ to second order in $\delta W$,
$$\frac{\delta S}{\delta s}=-\varepsilon g+\frac\varepsilon K\left[\operatorname{Tr}W-\varepsilon\operatorname{Tr}WGW\right]\operatorname{Tr}G(1-W).$$
Since $1-\varepsilon GW=G$, the bracket is $g$ and the last trace is $K-(1+\varepsilon)g$. I neglect fluctuations of $g$, which needs a mean summed transmission $K/(1+s)\gg1$ (longer wires localize), and set $g=\partial_\varepsilon S$:
$$\partial_sS=-\frac{\varepsilon(1+\varepsilon)}K(\partial_\varepsilon S)^2=-\frac{(\partial_xS)^2}{4K},\qquad\varepsilon=\sinh^2x.$$
Initially $S=2K\ln\cosh x$. The slope $\partial_xS=2K\tanh y$ is constant along the line $x=y+s\tanh y$. For $1\ll s\ll K$ at fixed $x$, $y\simeq x/(1+s)$ is small, so
$$S\simeq\frac{K}{1+s}\operatorname{arcsinh}^2\sqrt{e^\lambda-1}.$$

This is the dependence on $\lambda$ found for exclusion. Both systems carry the same normalized statistics, but the mechanisms differ: one is a sum over transmission channels, the other classical hops with blocking.

*Numerical limit.* Averaging 24 wires with 40 channels and 60 scatterers of reflection 0.1 tests the derivation. One barrier has transmission $1-p=1/(1+s)$, so I assign it $s=p/(1-p)$, and the wire has $s=6.667$. The summed transmission is 5.218 against $K/(1+s)=5.217$. The Fano factor is 0.333, and $S$ at $\lambda=1$ divided by its mean is 1.1775, against 1.1773 (1.1768 from the characteristics at this finite $s$). The sampling errors for 24 wires are about 0.05, 0.004 and 0.003 for these three numbers, so agreement in the last digits is chance.

## 7. Numbers and range of validity

Take round model parameters: $J=0.02$ eV, $\gamma=0.4$ eV, spacing $a=5$ Å and $L=99$. Then
$$w=\frac{2(0.02)^2}{0.4}=0.002\ \text{eV},\qquad I=\frac{0.002}{100}=2.0\times10^{-5}\ \text{eV},$$
or 4.87 nA after multiplication by $e/\hbar$. The Fano factor is $1/3+1/300=0.3367$, and the noise $2eIF$ is $5.25\times10^{-28}$ A²/Hz. It applies at frequencies below the slowest density relaxation, $2w[1-\cos(\pi/100)]=2.0\times10^{-6}$ eV. Finite dephasing shifts the mean current by $5\times10^{-5}$ of its value.

The diffusion constant $wa^2=0.05$ eV Å² is $7.6\times10^{-3}$ cm²/s. For comparison, the Einstein relation with gold's free-electron density of states gives about 39 cm²/s for a metal film of resistivity 10 μΩ cm and 4 cm²/s at 100 μΩ cm, so electrons spread far more slowly along this chain. The full-source, empty-drain assumption also needs a bias far above the bandwidth 0.08 eV and the broadening 0.40 eV, so it fails at millivolt bias. With chemical potentials at $\pm V/2$ about the site level, the tails of the broadened level leave the source a fraction of about $\gamma/(\pi V)$ short of full and the drain as far above empty, which is 3% at 4 V. The noise is more sensitive than this suggests. By section 4, $\mu=a_1\omega+a_2\omega^2+\dots$, so with $\alpha=\rho_a(1-\rho_b)$ and $\beta=\rho_b(1-\rho_a)$,
$$F=\frac{\alpha+\beta-\frac{2N-1}{3N}(\alpha-\beta)^2}{\alpha-\beta}.$$
At 4 V ($\rho_a=0.968$, $\rho_b=0.032$) this gives $F\approx0.38$, 13% above 0.3367, with a current 6% lower; at 10 V it still gives 0.354.

The model also keeps all sites at one energy, so this bias must drop at the contacts. Suppose instead that part of it drops along the chain and the noise comes from a bath at finite temperature. Downhill hops then outnumber uphill ones, and the symmetric exclusion result no longer applies once the total drop is comparable with the thermal energy.

Real wires also break the assumption of no interaction. Suppose electrons exchange energy and reach a local temperature $T(x)$ at bias $V$ ($k_B=1$, $0<x<1$ along the wire), without losing heat to the lattice. Joule heating with the Wiedemann–Franz law gives $(T^2)''=-6V^2/\pi^2$, so for cold ends $T=(\sqrt3V/\pi)\sqrt{x(1-x)}$. Adding local thermal noise, $F=(2/V)\int_0^1T\,dx=\sqrt3/4\approx0.43$, about 30% above one third. The dephasing model keeps the one third with its source full and its drain empty at every relevant energy, and with hops equally likely in both directions; a metal wire at low bias whose electrons thermalize among themselves does not.

## Values computed for the example and the checks

```
QUANTUM CHAIN, 4 sites, J = 1, contact rate w
SSEP: Fano 0.400000, mu(1)/w 0.243796
gamma/J    2: I/w 0.181818, Fano 0.374197, mu(1)/w 0.218143
gamma/J   10: I/w 0.199203, Fano 0.398807, mu(1)/w 0.242645
gamma/J   20: I/w 0.199800, Fano 0.399700, mu(1)/w 0.243507
gamma/J   40: I/w 0.199950, Fano 0.399925, mu(1)/w 0.243724
Fano error ratio, gamma/J 20 to 40: 3.996
mu(1) error ratio, gamma/J 20 to 40: 3.996
No dephasing, contact rate 0.1 J: Fano 0.496269
SSEP, full source and empty drain
L =  1: Fano from generator 0.500000
L =  2: Fano from generator 0.444444
L =  5: Fano from generator 0.388889
L = 10: Fano from generator 0.363636
C2/C1: extrapolated 0.33333, wire law 0.33333
C3/C1: extrapolated 0.06667, wire law 0.06667
C4/C1: extrapolated -0.00952, wire law -0.00952
omega = 0.8, L = 5: mu/w = 0.10974916, 0.10974916, 0.10974916
lam +1: (L+1)mu/w extrapolated 1.17731, law 1.17731
lam -1: (L+1)mu/w extrapolated -0.84627, law -0.84476
L = 9, lam = 1: lower 1.18194, exact 1.19784, upper 1.19829
Upper bound extrapolated to long chain: 1.17731
COHERENT WIRE: 40 channels, 60 scatterers, 24 samples
Reflection per scatterer 0.1, length s 6.667
Sum of T: 5.218, expected K/(1+s) 5.217
Fano 0.3333, generator at lam = 1 per mean 1.1775
EXAMPLE (model parameters)
J 0.02 eV, gamma 0.4 eV, spacing 5.0 angstrom, L 99
gamma/J 20.0, hop rate w 0.00200 eV
Chain length (L+1)a: 500 angstrom
Diffusion constant 0.0500 eV angstrom^2 = 7.596e-03 cm^2/s
Current 2.000e-05 eV = 4.868 nA
Fano factor 0.33667
Zero-frequency noise 2eIF 5.252e-28 A^2/Hz
Slowest density mode 1.974e-06 eV (noise frequency must lie below)
Bias must far exceed: bandwidth 0.08 eV, broadening 0.40 eV
Relative current shift from finite dephasing 5.00e-05
```
